Transmission through a Device after Its Two Leads Are Eliminated

Q: A device a few nanometres long joins two leads that never end. How can a finite matrix on the device describe the whole conductor?

A: Divide an orthonormal basis into left lead L, device D and right lead R. Let H_D and H_α be the Hamiltonians of the device and of lead α = L, R. The matrix τ_α takes an amplitude in lead α into the device, so τ_α† takes it back. There is no direct L–R coupling; if there is one, the device must be enlarged until it contains it. Every electron obeys this one-particle Hamiltonian.

The retarded Green function obeys (E + iη − H)G = 1, where η → 0⁺ after the leads have become infinite. For a source in the device, the device and lead rows read

(E + iη − H_D)G_D − Σ_α τ_α G_αD = 1

(E + iη − H_α)G_αD − τ_α†G_D = 0.

With g_α = (E + iη − H_α)⁻¹, the second row gives G_αD = g_α τ_α†G_D. Insert this in the first:

G_D = [E − H_D − Σ_L − Σ_R]⁻¹, Σ_α = τ_α g_α τ_α†.

A subscripted Σ_α is a self-energy; Σ_α before an expression is a sum over leads. From here G means G_D, the retarded propagator, and G† is the advanced one. Nothing has been approximated: an electron may enter a lead and return any number of times, and the inverse contains all these excursions.

Q: H was Hermitian, but your effective Hamiltonian H_D + Σ_L + Σ_R is not. Where did the probability go?

A: Into the leads. Define the broadening Γ_α = i(Σ_α − Σ_α†). Let |k⟩ be the eigenstates of the isolated lead, with energies E_k, so that

g_α = Σ_k |k⟩⟨k|/(E − E_k + iη).

For x = E − E_k,

1/(x + iη) − 1/(x − iη) = −2iη/(x² + η²) → −2πi δ(x).

Multiplication by i then gives

Γ_α = 2π Σ_k τ_α|k⟩⟨k|τ_α† δ(E − E_k).

For any device vector v, v†Γ_αv is a sum of squares with positive weights, so Γ_α cannot be negative. It counts lead states at energy E, weighted by their coupling. The Hermitian part of Σ_α shifts and mixes device levels.

Q: A decay rate is not yet a current. What does an electron arriving from the left do?

A: Start with an isolated-lead state |k⟩ of L at energy E. The full Hamiltonian gives H|k⟩ = E|k⟩ + τ_L|k⟩, where the last term lies in D. Write the scattering state as |k⟩ + χ. Then

0 = (E − H)(|k⟩ + χ) = −τ_L|k⟩ + (E − H)χ.

The retarded solution for χ, which has outgoing waves, has device and right-lead parts

ψ_D = Gτ_L|k⟩, ψ_R = g_Rτ_R†ψ_D.

The norm N_R = ψ_R†ψ_R changes through the coupling alone. From iħ dψ_R/dt = H_Rψ_R + τ_R†ψ_D, and because H_R is Hermitian,

dN_R/dt = (1/iħ)[ψ_R†τ_R†ψ_D − c.c.] = (2/ħ) Im(ψ_R†τ_R†ψ_D).

This is the flux through the interface; in the stationary state the infinite lead carries it away. Insert ψ_R† = ψ_D†τ_Rg_R†:

ψ_R†τ_R†ψ_D = ψ_D†Σ_R†ψ_D.

Its imaginary part contains (Σ_R† − Σ_R)/(2i). Since Σ_R† − Σ_R = iΓ_R, this is Γ_R/2. The particle flux carried by state k is therefore

J_k = ψ_D†Γ_Rψ_D/ħ.

Q: That is one state, and its normalization depends on the length of the lead. How do you obtain a transmission that does not?

A: Each normalized lead state has an amplitude near the device that falls as the lead grows, while the number of states per energy rises. The sum contains both. Fill the incoming states with occupation f_L(E):

Σ_k f_L(E_k)J_k = (1/ħ)∫dE f_L(E) Σ_k δ(E − E_k)⟨k|τ_L†G†Γ_RGτ_L|k⟩.

Moving factors cyclically inside a trace places the sum over k between G and G†. That sum is Γ_L/(2π). With h = 2πħ, the rate is

(1/h)∫dE f_L(E) T_R←L(E), T_R←L = Tr[Γ_R G Γ_L G†].

Read from the right, this says that the electron enters from L, propagates and leaves into R. The conjugate factor G† makes a probability out of the amplitude.

Q: Starting on the right would give Tr[Γ_L G Γ_R G†]. In a magnetic field the two directions of travel are different. Why should the traces agree?

A: Flux conservation is enough; time-reversal symmetry is not needed. For Hermitian H_D, with Γ = Γ_L + Γ_R,

(G†)⁻¹ − G⁻¹ = Σ_L + Σ_R − Σ_L† − Σ_R† = −iΓ.

Multiply by G on the left and G† on the right, then repeat with the two exchanged:

G − G† = −iGΓG†, G − G† = −iG†ΓG.

Thus GΓG† = G†ΓG. Multiply by Γ_L and take the trace. The terms with two factors Γ_L are equal by cyclic order and cancel. What remains is

Tr[Γ_L G Γ_R G†] = Tr[Γ_L G† Γ_R G] = Tr[Γ_R G Γ_L G†].

Both directions have the same transmission, so

T(E) = Tr[Γ_L G Γ_R G†].

Subtracting the electrons sent from the right, and counting two equivalent spins, gives

I = (2e/h)∫dE T(E)[f_L(E) − f_R(E)],

where I is the particle current from L to R times e > 0. The conventional electric current has the opposite sign.

Q: What prevents this trace from exceeding the number of channels?

A: Define t = Γ_R^½GΓ_L^½, so T = Tr(t†t). Also define A = Γ_L^½GΓ_L^½ and r = 1 − iA. The second identity for G − G† gives

A − A† = −i(A†A + t†t).

Consequently

r†r = 1 − i(A − A†) + A†A = 1 − t†t.

Since r†r cannot be negative, each eigenvalue of t†t lies between 0 and 1. The number of nonzero eigenvalues cannot exceed the rank of either Γ. A lead with M propagating channels at energy E supplies at most M independent vectors to Γ, so T is bounded by the smaller channel number.

One level ε gives the simplest case. Let Λ be the real part of Σ_L + Σ_R. Then

T = Γ_LΓ_R/[(E − ε − Λ)² + (Γ_L + Γ_R)²/4].

At resonance T = 4Γ_LΓ_R/(Γ_L + Γ_R)², which is 1 for equal couplings. If either coupling vanishes while the other stays finite, T vanishes. For constant Γ and Λ, and a bias window that covers the whole resonance, ∫T dE = 2πΓ_LΓ_R/(Γ_L + Γ_R). The current per spin is then (e/ħ)Γ_LΓ_R/(Γ_L + Γ_R): the inverse rates of entering and leaving add.

Q: You filled the scattering states by decree. Does a real start, with two separate leads suddenly joined, produce that current?

A: Here is a case that can be evolved directly. Each lead is a chain of 250 sites with zero site energy and hopping −1. Between them are two initially empty sites at energies 0.1 and −0.1; the three bonds that join lead, site, site and lead are −0.5. Energies are in units of the lead hopping. The lowest 141 left-lead states and 109 right-lead states are filled, for one spin. Halfway between filled and empty levels, the chemical potentials are ±2 sin(16π/251) = ±0.398.

I diagonalized the joined Hamiltonian, evolved the occupied states and averaged the current from time 80 to 200, in units of ħ/hopping. The fastest lead wave moves two sites per unit time and needs 250 units for a round trip, so the average ends before it returns. The mean particle current is 0.08775 hopping/ħ. The integral (1/2π)∫T dE between the chemical potentials also gives 0.08775.

A bound state outside both lead bands needs separate care. Its amplitude decays into both leads, so it carries no steady current. Superpositions of several bound states can keep oscillating, and then the current need not settle to a constant.

Q: "Noninteracting leads" sounds like permission to put any interactions I like inside the device. Is it?

A: No. A static mean field is allowed, because it is still a Hermitian one-particle H_D. At finite bias it must be found for that bias, and T changes with it. Inelastic scattering is different. Its simplest caricature is an absorber, H_D → H_D − iW/2 with W ≥ 0. Then

(G†)⁻¹ − G⁻¹ = −i(Γ_L + Γ_R + W).

By the flux argument above, with W in place of Γ_R, electrons sent from L are lost with total probability Tr[W G Γ_L G†]. The equality of the two directions also acquires W terms:

T_L←R − T_R←L = Tr[Γ_L G†WG] − Tr[Γ_L GWG†].

In one randomly drawn five-orbital device with a complex Hamiltonian, two left channels and one right channel were open. Without W, transmission was 0.834 and reflection, summed over incoming channels, was 1.166; they add to 2. With an absorber on three orbitals, transmission was 0.773, reflection 0.785 and absorption 0.442, again adding to 2. From right to left, transmission was now 0.606. Real inelastic scattering returns electrons at other energies, and the coherent trace does not contain that part of the current.

Q: Suppose the basis consists of overlapping atomic orbitals. Does the orthonormal derivation fail there?

A: It needs a translation. With overlap matrix S, the equation is (ES − H)ψ = 0. At one chosen energy E₀, define H′ = E₀ − (E₀S − H). This Hermitian matrix has the same coefficients ψ at E₀ in an orthonormal problem. Thus E − H_D becomes ES_D − H_D, τ_α becomes τ_α − ES_Dα, and g_α becomes [(E + iη)S_α − H_α]⁻¹.

The flux survives as well. For a Bloch vector c, differentiate [H(k) − E(k)S(k)]c = 0 and multiply by c† from the left. The derivative of c drops out, leaving

c†(dH/dk − E dS/dk)c = (dE/dk) c†Sc.

The right side is velocity times the physical norm; the left side is the same quantity for H′. Transmission, a ratio of fluxes, is unchanged.

Q: Show me a contact an engineer would recognize. What are the leads and the device?

A: Take a metal on n-type silicon (100) at 300 K. The device is the depletion layer. The inputs are rough typical values: barrier 0.6 eV above the Fermi level, active doping 1×10²⁰ cm⁻³, relative permittivity 11.7, and silicon masses 0.92 and 0.19 of the free-electron mass m₀. The metal is a free-electron lead with 5 eV of longitudinal kinetic energy at the Fermi level, held the same for every valley.

Filling the six valleys to the doping density puts the Fermi level E_F = 0.065 eV above the bulk conduction edge, so the band bending is V_b = 0.665 eV. For complete depletion U″ = e²N/ε, with U and U′ zero at the edge x = W. Hence

U = V_b(1 − x/W)², W = √[2εV_b/(e²N)] = 2.93 nm.

The peak field is 2V_b/(eW) = 4.5 MV/cm.

On a grid of spacing a = W/240, the kinetic energy becomes a chain with hopping −t and site energy 2t + U, where t = ħ²/(2ma²). In a uniform lead with band bottom U₀, E = U₀ + 2t − 2t cos(qa). Its surface Green function obeys

1/g = E − U₀ − 2t − t²g.

The outgoing solution is g = −exp(iqa)/t, so Σ = −t exp(iqa) and Γ = 2t sin(qa). Each Γ acts on one end site, and the trace becomes T = Γ_mΓ_s|G₀N|², with m for metal, s for silicon and G₀N the end-to-end element.

For a light valley (mass 0.19 along the current) at the Fermi level, site-by-site elimination gives

T = 71.26 eV × 18.71 eV × (5.543×10⁻³ eV⁻¹)² = 0.041.

The large Γ values belong to the fine grid: Γ ≈ ħv/a grows as a shrinks, while |G₀N|² falls as a², so T has a continuum limit. For the heavy mass T is 1.7×10⁻⁴, mainly because the decay rate under the barrier grows as √m.

Q: A contact is measured in Ω cm². How do you get from T to that unit?

A: Transverse momentum is conserved in this model, and T is taken to depend only on E_z, the energy E less the transverse kinetic energy in silicon. A valley has m_⊥/(2πħ²) transverse states per area, energy and spin, where m_⊥ is the geometric mean of its two masses perpendicular to the current. At small bias, f_L − f_R = eV(−∂f/∂E). Let N(E) be the integral of T from the conduction edge to E. Integration by parts, with vanishing end terms, gives

∫dE(−∂f/∂E)N(E) = ∫dE_z f(E_z)T(E_z).

Therefore

1/ρ_c = (2e²/h) Σ_v n_v[m_⊥/(2πħ²)]∫dE_z f(E_z)T_v(E_z).

First set T = 1. Two valleys have m_⊥ = 0.19m₀ and four have √(0.92 × 0.19)m₀ = 0.418m₀, so Σn_vm_⊥ = 2.05m₀. The integral of f is kT ln[1 + exp(E_F/kT)] = 0.0672 eV. With m₀/(2πħ²) = 2.09 eV⁻¹ nm⁻² and 2e²/h = 7.75×10⁻⁵ S,

1/ρ_c = 7.75×10⁻⁵ × 2.05 × 2.09 × 0.0672 S/nm² = 2.2×10⁹ S/cm².

Perfect transmission thus leaves 4.5×10⁻¹⁰ Ω cm² at this doping, counted from reservoir to reservoir. In a measurement with two contacts around a diffusive bulk, each perfect contact carries half of this, about 2.2×10⁻¹⁰ Ω cm²; for the barrier below that subtraction is only about one percent. The calculated barrier gives 1.7×10⁻⁸ Ω cm², an average transmission of 2.6 percent. The four light valleys carry 99.9 percent of the conductance.

Q: How much of that number would survive in a real contact?

A: Its order of magnitude is plausible: contacts at such doping lie roughly between 10⁻⁸ and 10⁻⁷ Ω cm², and higher active doping can give lower values. The second digit has no such standing. These are recalculations with the other inputs held fixed:

– Image-force lowering, −e²/(16πεx), cut off at the metal band bottom, brings the barrier top to 0.37 eV above the Fermi level and gives 0.87×10⁻⁸ Ω cm². A cutoff 0.5 eV below the Fermi level gives 0.94×10⁻⁸. The top lies about 0.27 nm from the metal, an atomic distance at which the bulk permittivity is only a rough guide.
– Electrons spilling into the depletion layer, with a semiclassical density in Poisson's equation, widen the barrier and give 2.7×10⁻⁸.
– A two-band estimate of the decay replaces q = U − E by q(1 − q/E_g) under the barrier. With silicon's indirect gap, E_g = 1.1 eV, it gives 0.97×10⁻⁸, but that exaggerates the effect. Transverse momentum is conserved, and at the transverse momentum of a light valley the valence states lie more than 3 eV below the conduction edge. With E_g between 4 and 5 eV the result is 1.5×10⁻⁸.

With E_g = 1.1 eV the three together give 0.93×10⁻⁸, or 0.55 of the base value. Multiplying the separate ratios would give 0.46, so the corrections are not independent in that case. With E_g between 4 and 5 eV the three together give 1.2×10⁻⁸.

Lowering the metal's longitudinal energy to 2 eV gives 1.6×10⁻⁸, slightly less resistance despite slower metal electrons. For a wave that decays at rate κ in silicon, continuity of ψ and ψ′/m makes the interface density per incident flux proportional to p/(p² + b²), with p the metal wave number and b = κm₀/m. This peaks at p = b. Here b is about 9 nm⁻¹, while p is 11.5 nm⁻¹ at 5 eV and 7.2 nm⁻¹ at 2 eV, on opposite sides of the peak. That explains a small change; this estimate is too coarse to fix its sign. At 400 K, with the Fermi level and width recalculated, the result is 1.5×10⁻⁸.

The barrier height is an input with a large effect: 0.5 eV gives 0.86×10⁻⁸ and 0.7 eV gives 3.5×10⁻⁸. Smooth doping is the assumption that fails most from point to point. A cube of side W holds 2.5 dopants on average. For independent random positions the standard deviation is √2.5 = 1.6, or 63 percent. Raising the local doping by that fraction, with band bending and bulk Fermi level fixed, gives 0.73×10⁻⁸; lowering it gives 22×10⁻⁸ Ω cm². Patches conduct in parallel, so the highly doped ones carry more than their share of the current and the area average moves far less than the local values: equal areas of these two patches give 1.4×10⁻⁸, a smaller shift than image force or the electron tail produces. Treating a patch no wider than W as one-dimensional is itself crude. Interface states, atomic structure, phonons and gap narrowing by doping are still absent. The trace is exact for the one-particle Hamiltonian supplied to it; for this contact, the uncertainty lies in the inputs to that Hamiltonian and in what it leaves out.
